# Critical Current of a Short Diffusive Superconducting Junction at Zero Temperature

## The problem

A normal metal wire of length $L$ joins two equal $s$-wave superconductors with gap $\Delta$ and phase difference $\varphi$. Its normal-state resistance is $R=1/G$. The wire is diffusive and short,

$$l\ll L\ll \xi,\qquad \xi=\sqrt{D/\Delta},$$

where $l$ is the mean free path and $D$ the diffusion constant. It has many open channels, respects time-reversal symmetry and has clean interfaces. The electrodes are rigid: their gap and phase are unaffected by the current. The temperature is zero.

The algebra uses $\hbar=e=m=1$. With spin included, transmissions $\tau_p$ give $G=\pi^{-1}\sum_p\tau_p$. For a diffusive wire, write $\tau=1/\cosh^2x$. The variable $x$ is then uniformly distributed over the range that matters for the current. This property is given as input.

Find the supercurrent $I(\varphi)$, the phase at which it is largest, and the number $eI_cR/\Delta$ to three figures. Then find the critical current of a copper wire 40 nm long, 50 nm wide and 20 nm thick between aluminium electrodes.

## A first estimate by scaling

Count the wire as $\sum_p\tau_p=\pi G$ fully open channels. Each holds a bound state whose energy is of order $\Delta$ at $\varphi=0$ and falls by about $\Delta$ as $\varphi$ grows to $\pi$.

Current follows from energy. A voltage $V$ makes the phase advance at the rate $\dot\varphi=2V$, and the power supplied is $IV=\dot\varphi\,dE_{\rm g}/d\varphi$, where $E_{\rm g}$ is the ground-state energy. Hence

$$I=2\,\frac{dE_{\rm g}}{d\varphi}.$$

If $E_{\rm g}$ rises by $\Delta$ per channel over a phase interval $\pi$, the mean current per channel is $2\Delta/\pi$. Therefore

$$I_c\sim \pi G\,\frac{2\Delta}{\pi}=2G\Delta,\qquad eI_cR\sim2\Delta .$$

The estimate gives the scale, but neither the shape of $I(\varphi)$ nor a reason to trust the factor 2.

## Exact solution

### Bound states of one channel

Inside a superconductor with phase $\phi_j$, let $(u,v)$ be the electron and hole amplitudes and $\zeta$ the kinetic energy measured from the Fermi level. The first Bogoliubov–de Gennes equation is

$$Eu=\zeta u+\Delta e^{i\phi_j}v .$$

For $|E|<\Delta$ the wave must decay into the superconductor. An electron arriving at the interface has $\zeta=i\sqrt{\Delta^2-E^2}$. With $\chi=\arccos(E/\Delta)$, its conversion amplitude into a hole is

$$\frac vu=e^{-i\phi_j}\frac{E-i\sqrt{\Delta^2-E^2}}{\Delta}=e^{-i\chi-i\phi_j}.$$

An arriving hole lies on the branch where decay requires the opposite sign of $\zeta$. Then $v/u=e^{i\chi-i\phi_j}$, so its amplitude to become an electron is $u/v=e^{-i\chi+i\phi_j}$.

Set the phases to $\pm\varphi/2$ and let $P$ be the diagonal matrix with entries $e^{i\varphi/2}$ on the left and $e^{-i\varphi/2}$ on the right. Electrons scatter in the wire with the matrix $S$, and holes with $S^*$. Because $L\ll\xi$, both are taken at the Fermi level. An electron amplitude $a$ must reproduce itself after one full cycle:

$$a=e^{-2i\chi}\,P S^*P^*S\,a .$$

The eigenvalues of $PS^*P^*S$ must therefore equal $e^{2i\chi}$.

Time-reversal symmetry makes $S$ symmetric, so it can be written $S=W^TS_0W$. Here $W$ is unitary and does not mix left with right, and $S_0$ splits into blocks, one per channel:

$$S_0=\begin{pmatrix}-\sqrt{1-\tau}&\sqrt\tau\\ \sqrt\tau&\sqrt{1-\tau}\end{pmatrix}.$$

Since $P$ commutes with $W$ and $W^*W^T=1$,

$$PS^*P^*S=W^\dagger\,(PS_0P^*S_0)\,W ,$$

and the eigenvalues follow from the $2\times2$ blocks. Each block has determinant 1 and trace

$$2(1-\tau)+\tau(e^{i\varphi}+e^{-i\varphi})=2-4\tau\sin^2\frac\varphi2 .$$

A unitary block with determinant 1 has eigenvalues $e^{\pm2i\chi}$ and trace $2\cos2\chi=2-4\sin^2\chi$. Thus $\sin^2\chi=\tau\sin^2(\varphi/2)$, and $E=\Delta\cos\chi$ gives the pair $\pm E_\tau$ with

$$E_\tau=\Delta\sqrt{1-\tau\sin^2\frac\varphi2}.$$

### Current of one channel

The two levels $\pm E_\tau$ belong to one block that couples spin-up electrons to spin-down holes, so both spins are already counted. In the ground state the negative level is filled and contributes $-E_\tau$.

States with $|E|>\Delta$ add nothing that depends on $\varphi$. There $e^{-i\chi}$ is replaced by a real number $\alpha$ with $|\alpha|<1$, and the determinant whose zeros fix the spectrum has the factor

$$1-2\alpha^2\left(1-2\tau\sin^2\frac\varphi2\right)+\alpha^4>0$$

for each channel. The phase-dependent density of states is $-\pi^{-1}\partial_E$ of the imaginary part of the logarithm of this determinant. The logarithm is real, so that density vanishes.

Let $s=\sin(\varphi/2)$ and $c=\cos(\varphi/2)$. Since $d(s^2)/d\varphi=sc=\tfrac12\sin\varphi$,

$$i(\tau)=-2\frac{dE_\tau}{d\varphi}=\frac{\Delta}{2}\,\frac{\tau\sin\varphi}{\sqrt{1-\tau s^2}} .$$

### Average over transmissions

From $\tau=1/\cosh^2x$ it follows that $|d\tau/dx|=2\tau\sqrt{1-\tau}$. A uniform density in $x$ therefore becomes

$$\rho(\tau)=\frac{K}{\tau\sqrt{1-\tau}} .$$

The conductance fixes $K$:

$$G=\frac1\pi\int_0^1\tau\rho\,d\tau=\frac K\pi\int_0^1\frac{d\tau}{\sqrt{1-\tau}}=\frac{2K}{\pi},\qquad K=\frac{\pi G}{2}.$$

The number of channels, $\int\rho\,d\tau$, diverges at small $\tau$. A real wire has a finite number, which cuts $\rho$ off at a very small $\tau$. Because $i(\tau)\propto\tau$ there, the current is insensitive to this cutoff.

The total current for $0<\varphi<\pi$ is

$$I=\int_0^1\rho\,i\,d\tau=\frac{\pi G\Delta}{4}\sin\varphi\int_0^1\frac{d\tau}{\sqrt{1-\tau}\sqrt{1-\tau s^2}} .$$

Substitute $u=\sqrt{1-\tau}$, so that $d\tau=-2u\,du$ and $1-\tau s^2=c^2+s^2u^2$. The integral becomes

$$2\int_0^1\frac{du}{\sqrt{c^2+s^2u^2}}=\frac2s\,\mathrm{arsinh}\frac sc .$$

Since $s^2+c^2=1$,

$$\mathrm{arsinh}\frac sc=\ln\frac{1+s}{c}=\frac12\ln\frac{(1+s)^2}{(1-s)(1+s)}=\mathrm{artanh}\,s .$$

With $\sin\varphi=2sc$ the factors combine as $\tfrac{\pi}{4}\cdot2sc\cdot\tfrac2s=\pi c$. Restoring $e$,

$$\boxed{\,eIR=\pi\Delta\cos\frac\varphi2\;\mathrm{artanh}\!\left(\sin\frac\varphi2\right)}$$

Both sides are odd in $\varphi$, so the formula holds for $-\pi<\varphi<\pi$ and continues with period $2\pi$. Numerical integration of the level derivatives over $\rho$ gives 2.081349 at $\varphi=2.0$ rad, in units of $\Delta$, and the formula gives the same digits.

### The maximum

Using $d(\mathrm{artanh}\,s)/d\varphi=(c/2)/(1-s^2)=1/(2c)$,

$$\frac{d}{d\varphi}\left(c\,\mathrm{artanh}\,s\right)=\frac12\left(1-s\,\mathrm{artanh}\,s\right).$$

The product $s\,\mathrm{artanh}\,s$ rises steadily from 0 to infinity as $\varphi$ goes from 0 to $\pi$. There is thus one maximum, where $s\,\mathrm{artanh}\,s=1$. The root is $s=0.83356$, or $\varphi=1.971$ rad $=112.9^\circ$. Replacing $\mathrm{artanh}\,s$ by $1/s$ gives

$$\frac{eI_cR}{\Delta}=\pi\,\frac cs=2.082 .$$

To three figures the answer is 2.08. The value 2.07 is obtained if the equivalent form $1.3255\times\pi/2$ is cut to $1.32\times\pi/2$.

### The skew

A sinusoidal relation peaks at $90^\circ$; this one leans toward larger phase. Its harmonics measure the lean. Let $f=c\,\mathrm{artanh}\,s$. Differentiating $f'=\tfrac12(1-s\,\mathrm{artanh}\,s)$ once more,

$$f''=-\frac14\left(c\,\mathrm{artanh}\,s+\frac sc\right)=-\frac f4-\frac14\tan\frac\varphi2 .$$

Let $J_n=\int_0^\pi f\sin n\varphi\,d\varphi$. Two integrations by parts give $\int_0^\pi f''\sin n\varphi\,d\varphi=-n^2J_n$. The boundary terms vanish because $f$ is zero at both ends and the logarithmic divergence of $f'$ at $\pi$ is multiplied by $\sin n\varphi\to0$. Hence

$$\left(n^2-\frac14\right)J_n=\frac14K_n,\qquad K_n=\int_0^\pi\tan\frac\varphi2\,\sin n\varphi\,d\varphi .$$

For $n=1$ the integrand is $2\sin^2(\varphi/2)$, so $K_1=\pi$. For $n\ge1$,

$$\tan\frac\varphi2\,[\sin n\varphi+\sin(n+1)\varphi]=2\sin\frac\varphi2\,\sin\left(n+\tfrac12\right)\varphi=\cos n\varphi-\cos(n+1)\varphi ,$$

which integrates to zero. Therefore $K_{n+1}=-K_n$ and $K_n=(-1)^{n+1}\pi$. The sine coefficients of $eIR/\Delta=\pi f$ are

$$b_n=\frac2\pi\,\pi J_n=\frac{2\pi(-1)^{n+1}}{4n^2-1} .$$

The first two are 2.094 and $-0.419$, so the second harmonic is $-1/5$ of the first.

### Limits and other junctions at the same resistance

At small phase, $i(\tau)\to\Delta\tau\varphi/2$. The sum depends on the transmissions through $G$ alone, and $eIR\to(\pi/2)\Delta\varphi$ for any short junction of this type.

The distribution matters at larger phase. If all channels have the same $\tau$,

$$eIR=\frac{\pi\Delta}2\,\frac{\sin\varphi}{\sqrt{1-\tau s^2}} .$$

For $\tau\to0$ this is sinusoidal with maximum $\pi\Delta/2=1.571\Delta$. For $\tau=1$ it becomes $\pi\Delta\sin(\varphi/2)$, which approaches $3.142\Delta$ as $\varphi\to\pi$. The diffusive wire contains both weakly and strongly transmitting channels, and its maximum lies between these values.

Near $\varphi=\pi$, $\mathrm{artanh}\,s=\ln[(1+s)/c]$ gives $eIR\simeq\pi\Delta\,c\ln(2/c)$. The current vanishes there with a logarithmically infinite slope. The lowest level, from $\tau\to1$, is $\Delta c$. Zero-temperature theory thus requires $k_BT\ll\Delta\cos(\varphi/2)$, which fails sufficiently close to $\pi$ at any nonzero temperature.

### How well the input holds

The density $\rho$ predicts

$$\frac{\sum\tau(1-\tau)}{\sum\tau}=\frac12\int_0^1\sqrt{1-\tau}\,d\tau=\frac13,\qquad \frac{\sum\tau^3}{\sum\tau}=\int_0^1(1-u^2)^2du=\frac8{15}.$$

Eight simulated wires were built with 100 channels each, from ten random slabs of transmission one half. Their mean $\sum\tau$ was 8.93. They gave 0.341 and 0.532 for these ratios, against 0.333 and 0.533. Their Andreev levels, computed from the eigenvalues of the electron–hole scattering matrix, gave $eIR/\Delta=2.082$ at $\varphi=1.971$ rad. This close agreement is largely chance. Sets of eight such wires scatter by about 0.01 in $eIR/\Delta$, and the ensemble mean of this model is about 2.05. The coarse slabs lower the many-channel value to 2.069, and weak localization at $\sum\tau\approx9$ lowers it by a further 0.015. The ensemble means of the two ratios are about 0.36 and 0.51. The model therefore supports the input to 1 to 2% in the current and to several percent in the ratios.

## The copper wire

The inputs are rough: $\Delta=0.18$ meV for aluminium, $D=40$ cm²/s for copper, and a temperature of 0.1 K. They give $\xi=121$ nm. A free-electron density of $8.5\times10^{22}$ cm⁻³ gives $l=3D/v_F=7.6$ nm, with $v_F$ the Fermi velocity, and a resistivity of 8.63 µΩ cm. The diffusive resistance is

$$\frac{8.63\times10^{-8}\ \Omega\,\mathrm m\times40\times10^{-9}\ \mathrm m}{50\times20\times10^{-18}\ \mathrm m^2}=3.45\ \Omega .$$

The cross-section carries about 14,700 channels, whose ballistic contact resistance is 0.88 Ω. Adding the two is an interpolation between the diffusive and ballistic limits, and gives $R=4.33\ \Omega$. The Boltzmann equation for isotropic scattering and specular walls gives a resistance about 1.3% higher, which would lower the current below by about 1 µA. Then

$$I_cR=2.082\times0.18\ \mathrm{mV}=0.375\ \mathrm{mV},\qquad I_c=\frac{0.375\ \mathrm{mV}}{4.33\ \Omega}=87\ \text{µA}=0.087\ \mathrm{mA}.$$

The wire is not far inside the assumed regime, since $L/l\approx5$ and $L/\xi\approx1/3$. Solving the Usadel equation, which describes diffusive superconducting structures, for this length lowers $eI_cR/\Delta$ to 1.953, a change of $-6.2\%$, and moves the maximum to 1.99 rad. With $R$ held fixed, $I_c$ becomes about 81 µA. For a much shorter wire, with $\hbar D/L^2=10^5\Delta$, the same equation gives 2.0820 at 1.971 rad, in agreement with the average over channels.

Wires simulated with this example's ratio of diffusive to contact resistance, 3.94, gave 2.057, or $-1.2\%$, when built from eight slabs. This shift should not be read as the effect of few mean free paths. It comes mostly from the coarse slabs: with 72 weaker slabs and the same resistance ratio the value is about 2.08, and the small samples do not fix the next digit. For many channels, the contact resistance by itself raises the value by only about 0.1%. Weak localization, an interference effect, is expected to lower it by about 0.007 in a model wire of 100 channels, and by a negligible amount for the 14,700 channels of the copper wire.

Compared with real devices, the diffusion constant is toward the disordered end for copper films, and 40 nm is short for a lithographic wire. Wires several hundred nanometres long violate $L\ll\xi$, and the formula should not be used for them. Real electrodes are not perfectly rigid. At 87 µA the current density in the wire is $8.7\times10^{10}$ A/m². For an aluminium resistivity of 1 µΩ cm, taken as a rough value, this is about twice the density at which the current itself destroys superconductivity in aluminium. The electrodes must therefore be much wider than the wire: a film 20 nm thick would reach that limit at a width of about 100 nm. For electrodes that are thick as well as wide, the ohmic formula for current spreading into them gives 6.5% of $R$, which suggests a correction of similar order. In wide films only 20 nm thick the current spreads in two dimensions, and the ohmic estimate, taken out to the aluminium coherence length of about 310 nm, rises to roughly 19 to 24% of $R$, depending on the inner radius assigned to the contact. These are only rough guides, because the mean free path in such aluminium, about 40 nm, exceeds the contact radius of about 18 nm. It also exceeds the 20 nm thickness, so 1 µΩ cm is optimistic for such a film. At 3 µΩ cm the same two-dimensional estimate is 44 to 59% of $R$ and the limiting width is about 175 nm, so thin-film electrodes cannot be treated as rigid for this wire. The mismatch of Fermi velocities at the two interfaces, estimated for free electrons and averaged over all channels of the wire, adds roughly 4 to 6% of $R$, depending on whether the transmission or its inverse is averaged. Normal incidence alone would suggest only 0.6%, because oblique electrons are reflected more strongly. Heating to 0.1 K lowers the current by about $6\times10^{-4}\%$ at fixed phase and gap. Oxide barriers and suppression of the gap in the electrodes are not included and could matter more. The 87 µA is therefore a model value for clean interfaces. The remaining small corrections are in the numerical output.

## Comparison of estimate and solution

The estimate $2\Delta$ is 4% below the exact $2.082\Delta$, but the closeness comes from two errors that nearly cancel.

First, the energy does not change by $\Delta$ per unit of $\sum\tau$. Between $\varphi=0$ and $\pi$ it changes by

$$\int_0^1\rho\,\Delta\left(1-\sqrt{1-\tau}\right)d\tau=\frac{\pi G\Delta}{2}\int_0^1\frac{2\,du}{1+u}=\pi G\Delta\ln2 .$$

The level of a channel falls by $\Delta(1-\sqrt{1-\tau})$, which is less than the assumed $\tau\Delta$ for $0<\tau<1$ and only about $\tau\Delta/2$ when $\tau$ is small. The true mean of $eIR$ over this interval is thus $2\Delta\ln2=1.386\Delta$, smaller than the estimate by the factor $\ln2=0.693$.

Second, the estimate used the mean current in place of the maximum. Their ratio is $2.082/1.386=1.50$. The product $0.693\times1.50=1.04$ is the whole correction. For a fully ballistic junction the first error is absent, since each level does fall by $\Delta$. The same estimate then gives $2\Delta$ against the exact $\pi\Delta$, and is 36% too low. Scaling fixes the combination $eI_cR\propto\Delta$; the numerical factor requires the distribution of transmissions.

## Calculated quantities

```
GENERAL RESULT (e I R / Delta, no unit)
phi = 0.3 rad: average 0.467705, closed form 0.467705
phi = 1.0 rad: average 1.439814, closed form 1.439814
phi = 2.0 rad: average 2.081349, closed form 2.081349
phi = 2.9 rad: average 1.062110, closed form 1.062110
largest difference of the two: 4.4e-16
sin(phi/2) at maximum: 0.83356
phase at maximum: 1.9710 rad = 112.9 deg
maximum e Ic R / Delta: 2.0821
maximum divided by pi/2: 1.3255
1.32 times pi/2: 2.0735
harmonics 1 to 4: 2.0944 -0.4189 0.1795 -0.0997
second over first harmonic: -0.2000
tunnel maximum: 1.5708
ballistic maximum: 3.1416
SIMULATED DISORDERED WIRES
channels 100, samples 8, mean sum tau 8.93
largest level error: 3.9e-15 Delta
sum tau(1-tau)/sum tau: 0.341 (theory 0.333)
sum tau^3/sum tau: 0.532 (theory 0.533)
e I R / Delta at phase of maximum: 2.082
Usadel, very short wire, same phase: 2.0820
EXAMPLE: COPPER WIRE, ALUMINIUM ELECTRODES (rough inputs)
gap 0.18 meV, D 40.0 cm2/s, T 0.1 K
length 40.0 nm, width 50.0 nm, thickness 20.0 nm
electron density Cu 8.5e+22, Al 1.8e+23 cm^-3
Al resistivity: 1.0 microohm cm
Cu resistivity: 8.63 microohm cm
mean free path: 7.62 nm
coherence length sqrt(hbar D/Delta): 120.9 nm
hbar D/L^2 over Delta: 9.14
number of channels: 14724
diffusive resistance: 3.451 ohm
ballistic contact resistance: 0.877 ohm
total normal resistance: 4.327 ohm
Ic R: 0.3748 mV
critical current: 86.6 microampere = 0.0866 mA
NEGLECTED EFFECTS FOR THIS EXAMPLE
finite length: e Ic R / Delta = 1.953 at 1.99 rad
finite length, change of Ic: -6.2 %
quadrature shift, 16 to 24 nodes: 4.9e-05
diffusive over contact resistance: 3.94
few mean free paths: e Ic R / Delta = 2.057
few mean free paths, change: -1.2 %
thermal loss at fixed phase: 5.9e-04 %
electrode spreading resistance / R: 6.5 %
velocity-step transmission: 0.985
velocity-step resistance / R: 0.64 %
self-field phase, order of size: 0.013 rad
fluctuation scale e Delta/hbar / Ic: 0.051 %
```
